# Nonequilibrium Density from a Complex Contour and a Real-Axis Bias Window

A device level of width 13 meV can spoil a density integral taken on the real energy axis. If the grid step is 46 meV and one point falls on the peak, that point alone contributes \(2h/(\pi\gamma)=2(0.0463)/(0.0130\pi)=2.3\) electrons for a level that holds one. If the peak falls midway between points, charge is lost instead. As the potential changes during a self-consistent calculation, the level moves across the grid and the computed charge jumps. Levels far below the Fermi energy do the same damage, although they are simply full. The cure is to evaluate the Green function away from the real axis wherever analyticity permits it.

## The density and its two parts

Let \(H\) be the Hermitian one-electron matrix of a device in an orthonormal basis. Two noninteracting leads \(\alpha=L,R\) have the same temperature \(T\) and chemical potentials \(\mu_\alpha\). With lead Hamiltonian \(H_\alpha\) and coupling \(\tau_\alpha\),

\[
S_\alpha(z)=\tau_\alpha^\dagger(z-H_\alpha)^{-1}\tau_\alpha,\qquad
G(z)=[z-H-S_L(z)-S_R(z)]^{-1}.
\]

On the real axis these are limits from above, \(z=E+i0\). Define \(\Gamma_\alpha=i(S_\alpha-S_\alpha^\dagger)=2\pi\tau_\alpha^\dagger\delta(E-H_\alpha)\tau_\alpha\). A lead state \(\phi\) produces the device amplitude \(G\tau_\alpha^\dagger\phi\). Filling the states of each lead with its own \(f_\alpha(E)=[1+e^{(E-\mu_\alpha)/kT}]^{-1}\) and summing gives the steady density matrix per spin,

\[
D=\frac1{2\pi}\int dE\,(A_Lf_L+A_Rf_R),\qquad A_\alpha=G\Gamma_\alpha G^\dagger .
\]

The sum of the two spectra follows from the inverses of \(G\) and \(G^\dagger\):

\[
i(G-G^\dagger)=iG\left[(G^\dagger)^{-1}-G^{-1}\right]G^\dagger
=iG(S-S^\dagger)G^\dagger=A_L+A_R,
\]

where \(S=S_L+S_R\). This holds where no bound state occurs. Now write \(A_Rf_R=A_Rf_L+A_R(f_R-f_L)\). The terms with \(f_L\) combine, and

\[
D=\frac{i}{2\pi}(I_L-I_L^\dagger)+\frac1{2\pi}\int dE\,A_R(f_R-f_L),
\qquad I_L=\int dE\,Gf_L. \tag{1}
\]

The first term is the density that the device would have, in the same potential, if both leads were filled to \(\mu_L\). The second corrects the states arriving from the right. Exchanging \(L\) and \(R\) gives a second, equally valid split.

If \(G\) is a symmetric matrix, \(I_L-I_L^\dagger=2i\,\mathrm{Im}\,I_L\), and the first term is \(-\mathrm{Im}\,I_L/\pi\). A magnetic flux removes that symmetry. A four-site ring shows the difference: three bonds have hopping strength 1, the fourth has strength 0.7 and phase 0.9 rad, and the leads have hopping 1, with \(kT=0.1\) and \(\mu=0.2\) in the same energy unit. Compared with diagonalization of a long closed chain containing the ring, the form in (1) has a largest matrix-element error of \(2.9\times10^{-15}\), whereas \(-\mathrm{Im}\,I/\pi\) errs by 0.156 when \(I\) is started at energy \(-6\). That figure depends on the start, from 0.163 at \(-4\) to 0.149 for the whole axis, because \(\mathrm{Im}\,I\) then retains part of the Hermitian \(G\) below the spectrum. It cannot fall below 0.148, the largest imaginary part of \(D\), which a real matrix cannot represent.

## Which term may leave the real axis

Suppose \(G^{-1}(z)v=0\) for a normalized vector \(v\) and \(\mathrm{Im}\,z=y>0\). The imaginary part of \(v^\dagger G^{-1}v=0\) reads

\[
y-\mathrm{Im}(v^\dagger Sv)=
y+y\sum_\alpha\left\|(z-H_\alpha)^{-1}\tau_\alpha v\right\|^2=0 .
\]

The left side is positive, so no such \(v\) exists, and \(G\) is analytic in the upper half-plane.

The bias term contains \(G^\dagger\), hence \(\bar z\) if one inserts a complex energy into \(G\Gamma_RG^\dagger\). That product is not an analytic function of \(z\), and its integral depends on the path. Placing it on the contour of the example below gives a complex result whose real part errs by up to 0.18 electrons per site and spin (0.17 with 3 poles, 0.19 with 8) in \(\int A_Rf_L\,dE/2\pi\). The second term of (1) therefore stays on the real axis.

## The contour and the sign of the residues

The Fermi function has poles at \(z_n=\mu_L+i(2n-1)\pi kT\). Setting \(z=z_n+\delta\),

\[
1+e^{(z-\mu_L)/kT}=1-e^{\delta/kT}\simeq-\delta/kT,
\qquad f_L\simeq-\frac{kT}{\delta},
\]

so the residue is \(-kT\). Choose a real start \(E_0\) below the whole spectrum, and let \(C\) run from \(E_0\) over an arc to a corner at \(\mu_L-s+i\Delta\), then along a horizontal line to \(+\infty+i\Delta\). Going out along the real axis and back along \(C\) is counterclockwise. The closing piece at large positive energy vanishes with \(f_L\). With \(N\) poles enclosed,

\[
\int_{E_0}^{\infty}Gf_L\,dE-\int_CGf_L\,dz
=2\pi i\sum_{n=1}^N(-kT)G(z_n),
\]

\[
\int_{E_0}^{\infty}Gf_L\,dE=\int_CGf_L\,dz-2\pi i\,kT\sum_{n=1}^NG(z_n). \tag{2}
\]

Below the spectrum \(G\) is Hermitian and cancels in \(I_L-I_L^\dagger\). The axis left of \(E_0\) thus adds nothing to the density, and (2) may replace \(I_L\) in (1).

The height \(\Delta=2\pi NkT\) lies midway between two poles. Since \(e^{i\Delta/kT}=e^{2\pi iN}=1\), the Fermi function on the line equals its real-axis value, \(f_L(x+i\Delta)=f_L(x)\). It is a positive weight there.

The arc is part of a circle centred on the real axis at \(c=E_0+R\). Let \(\ell=\mu_L-s-E_0\). The circle must pass through the corner, so \((\ell-R)^2+\Delta^2=R^2\), which gives

\[
R=\frac{\ell^2+\Delta^2}{2\ell}.
\]

On it \(z=c+Re^{i\theta}\) and \(dz=iRe^{i\theta}d\theta\), with \(\theta\) decreasing from \(\pi\) to \(\theta_P=\arg(\mu_L-s-c+i\Delta)\).

As \(T\to0\) at fixed \(\Delta\), the spacing \(2\pi kT\) of the poles tends to zero and the residue term becomes \(-i\int_0^\Delta G(\mu_L+iy)\,dy\). This is the integral of \(G\) down a vertical line from \(\mu_L+i\Delta\) to \(\mu_L\), while the horizontal part ends at \(\mu_L\). The number of poles needed for a given height grows as \(1/T\).

## Quadrature and its error

**The arc.** An \(n\)-point Gauss rule integrates polynomials up to degree \(2n-1\) exactly and has positive weights. Its error is therefore at most twice the total weight times the error of the best polynomial of that degree. Map the angular interval to \(u\in[-1,1]\) and put \(u=(w+1/w)/2\). The Chebyshev coefficients of an integrand \(g\) are

\[
a_k=\frac1{\pi i}\oint g\!\left(\frac{w+1/w}{2}\right)w^{-k-1}dw .
\]

If \(g\) is analytic and bounded by \(M\) inside the ellipse \(|w|=\rho\), the circle can be moved there, giving \(|a_k|\le2M\rho^{-k}\). Truncating after degree \(2n-1\) leaves an error of order \(M\rho^{-2n}\).

For \(G\) the ellipse can be found. The strip \(0<\mathrm{Re}\,\theta<\pi\) corresponds to the upper half-plane, where \(G\) is analytic. On \(\mathrm{Re}\,\theta=\pi\), \(z=c-Re^{-\mathrm{Im}\,\theta}\) is real. It meets the bottom \(E_{\min}\) of the spectrum only if \(c>E_{\min}\), at \(\mathrm{Im}\,\theta=\ln[R/(c-E_{\min})]\). In the example below this is about 4.8, well outside an ellipse of half-height 1.3, so the arc can be continued through the gap below the spectrum. When \(E_0\) is low enough for this to hold, the limit is set by \(\mathrm{Re}\,\theta=0\), where the rest of the real axis lies. The ellipse with foci \(\theta_P\) and \(\pi\) that touches \(\theta=0\) has

\[
a=\frac{\pi+\theta_P}{\pi-\theta_P},\qquad \rho=a+\sqrt{a^2-1}. \tag{3}
\]

Under that condition a higher line increases \(\theta_P\) and \(\rho\). A start close to the spectrum, or a very high line, puts \(c\) well above \(E_{\min}\); convergence can then be much slower than (3) suggests. Level widths do not enter \(\rho\).

The Fermi factor on the arc is split as \(1+(f_L-1)\). Since \(\mathrm{Re}\,z\le\mu_L-s\), \(|f_L-1|\le e^{-s/kT}/(1-e^{-s/kT})\). For \(s=20kT\) this is \(2\times10^{-9}\), so poor resolution of its oscillations matters only below that relative level.

**The line.** Let \(x=(\mathrm{Re}\,z-\mu_L)/kT\), with weight \(1/(1+e^x)\) on \([-20,\infty)\) and total weight \(m_0\). The orthonormal polynomials of this weight obey

\[
xp_k=b_{k+1}p_{k+1}+a_kp_k+b_kp_{k-1}.
\]

Projection of \(xp_k\) on \(p_k\) gives \(a_k\), and the norm of the remainder gives \(b_{k+1}\). At a zero of \(p_n\) the first \(n\) relations close, so the nodes are the eigenvalues of the tridiagonal matrix of the \(a_k,b_k\). The vectors \(\sqrt{w_j}\,p_k(x_j)\) are its normalized eigenvectors. As \(p_0=m_0^{-1/2}\), the weights are \(w_j=m_0v_{0j}^2\), where \(v_{0j}\) is the first component. The rule has to represent \(G\) alone, which is smooth on the scale \(\Delta\).

**The window.** No such smoothness is available here, and the integration must resolve each level in the window. Thermal tails must also be kept: \(f_R-f_L\) does not vanish outside \([\mu_R,\mu_L]\). For a bias of many \(kT\), each tail has area

\[
\int_0^\infty\frac{d\epsilon}{1+e^{\epsilon/kT}}=kT\ln2 .
\]

## A double-barrier contact

Consider metal, one hBN layer, a conducting well, two hBN layers and metal, with one transverse mode. Rough typical inputs are an hBN layer spacing of 0.33 nm, an effective mass of 0.5 electron masses throughout and a barrier 3 eV above the Fermi level. The leads are filled to 2 eV above their band bottoms. The temperature is 300 K, so \(kT=0.02585\) eV, and the bias is 0.30 V.

On a grid of step \(a=0.110\) nm, the hopping strength is \(t=\hbar^2/(2ma^2)=6.2975\) eV and the matrix elements between neighbours are \(-t\). Removing one site from a uniform lead leaves the same lead, so \(S=t^2/(x-S)\), where \(x\) is the energy measured from the band centre. Hence \(S^2-xS+t^2=0\), and the root that decays at large \(x\) is

\[
S=\tfrac12\left[x-\sqrt{x-2t}\sqrt{x+2t}\right].
\]

The regions have 3, 3, 14, 6 and 3 sites. The imposed potential falls linearly with distance inside the hBN and is flat elsewhere. The well floor is shifted by \(-0.0398\) eV, as a gate might do, to put the third level at \(-0.0044\) eV, between \(\mu_R=-0.15\) eV and \(\mu_L=0.15\) eV. Its partial widths are \(\gamma_L=12.75\) meV and \(\gamma_R=0.252\) meV. The lower levels lie at \(-1.761\) and \(-1.088\) eV. These values belong to the 0.110 nm grid and are not converged in the step. With a step eight times smaller and the same shift the levels lie at \(-1.755\), \(-1.057\) and \(+0.080\) eV; with the shift retuned to \(-0.131\) eV to hold the third level at \(-0.0044\) eV, the widths become 12.1 and 0.225 meV, about 5% and 11% smaller.

The contour starts at \(-4.15\) eV, 2 eV below the lower band bottom. Six poles give \(\Delta=12\pi kT=0.975\) eV, and the corner lies at \(0.15-20kT=-0.367\) eV. Then \(\ell=3.783\) eV, \(R=2.017\) eV, \(c=-2.133\) eV and \(\theta_P=0.504\). Equation (3) gives \(a=1.38\) and \(\rho=2.34\). For 16 arc points \(\rho^{-32}\simeq2\times10^{-12}\). With 8 line points and 6 poles, the largest measured error is \(1.0\times10^{-12}\) electrons per site and spin, relative to a finer contour. With 8 arc points, 4 line points and 4 poles the error is \(1.3\times10^{-6}\), where (3) gives \(\rho^{-16}\simeq2\times10^{-5}\); with 4, 3 and 2 it is \(2.1\times10^{-3}\), where \(\rho^{-8}\simeq2\times10^{-2}\). The prefactor was not calculated, so \(\rho^{-2n}\) is only a rough guide, and its closeness to the error for 16 points has no special meaning: that error comes mainly from the Fermi factor on the arc, and with \(f_L=1\) there the 16-point arc error is \(1.4\times10^{-13}\).

The equilibrium part was also tested against diagonalization of a closed chain with 800 sites in each lead. The largest difference is \(4.0\times10^{-10}\) per site. Omitting the residues produces an error of 0.045 per site. Starting at \(-1.0\) eV loses 1.96 electrons per spin from the well, because the two lower levels are left out.

The electron numbers per spin are:

| Region | Eq. L | Window L | Eq. R | Window R | Total |
|---|---:|---:|---:|---:|---:|
| Left metal | 0.4993 | −0.0001 | 0.4313 | 0.0679 | 0.4992 |
| Left hBN | 0.0730 | −0.0006 | 0.0391 | 0.0334 | 0.0725 |
| Well | 2.8941 | −0.0177 | 1.9848 | 0.8916 | 2.8764 |
| Right hBN | 0.0793 | −0.0079 | 0.0433 | 0.0281 | 0.0714 |
| Right metal | 0.5644 | −0.0640 | 0.5003 | 0.0001 | 0.5004 |

The two splits agree to \(5.1\times10^{-16}\) per site, and the total agrees with direct integration of both lead spectra to \(4.5\times10^{-14}\). At the same requested tolerance, direct integration needed 3339 Green functions. The window needed 588, to which the contour with 16 arc points, 8 line points and 6 poles adds 30, a saving by a factor of 5.4. The factor belongs to this bias and these levels: a larger bias window leaves more work on the real axis, and at zero bias the window term vanishes.

## Choosing the reference contact

Near an isolated level with normalized device state \(\psi\), \(G\simeq\psi\psi^\dagger/(E-E_3+i\gamma/2)\), where \(\gamma=\gamma_L+\gamma_R\). Thus

\[
\frac1{2\pi}\int A_R\,dE\simeq\psi\psi^\dagger\frac{1}{2\pi}
\int\frac{\gamma_R\,dE}{(E-E_3)^2+\gamma^2/4}
=\psi\psi^\dagger\frac{\gamma_R}{\gamma}.
\]

With \(L\) as reference, the correction is this share times \(f_R-f_L\). Here \(\gamma_R/\gamma=0.252/13.01=0.0194\) and \(f_L-f_R=0.994\) at the level. Including the part of \(|\psi|^2\) inside the well, the estimate is \(-0.0180\), against the computed \(-0.0177\). Lorentzian tails outside the window, a fraction of about \(\gamma/(0.15\pi\ \mathrm{eV})=0.028\), are of the size of this difference: averaging \(f_L-f_R\) over the Lorentzian gives 0.963 in place of 0.994 and an estimate of \(-0.0175\), slightly past the computed value, so the single-level form is good to about 1% here.

The more strongly coupled contact is therefore the better reference for this well. In the right metal the other choice is better, as the table shows. Since both splits give the same density, they may be averaged matrix element by matrix element with weights that sum to one, favouring the smaller correction.

A disagreement between the two splits reveals window error, although errors from several levels could partly cancel in it. With 41 equally spaced points, a step of 0.0463 eV, the largest disagreement is 0.0838 electrons per site. The errors are 0.0016 for the \(L\) split and 0.0822 for the \(R\) split. Near the level both integrands have the same Lorentzian shape, with amplitudes in the ratio \(\gamma_R/\gamma_L=0.020\), which is also the ratio of these errors.

Cutting the window at the two chemical potentials costs up to \(3.2\times10^{-3}\) per site. Two tails of area \(kT\ln2=0.018\) eV, times a standing-wave density of states of at most about \(2/(\pi\times6.8\ \mathrm{eV})=0.094\) per eV and site in the right lead, give \(3.4\times10^{-3}\). Here 6.8 eV is \(2t\sin q\), with \(q\) the phase per site at 2 eV above the band bottom.

## A bound state inside the window

A state whose energy \(E_b\) lies outside the bands of both leads cannot decay into them, although its tails may reach into them. Let \(\psi_b\) be the device part of this state, normalized over device and leads together. The state adds \(2\pi\delta(E-E_b)\psi_b\psi_b^\dagger\) to \(i(G-G^\dagger)\), but nothing to \(A_L\) or \(A_R\). The \(L\) split fills it with \(f_L(E_b)\), the \(R\) split with \(f_R(E_b)\), so

\[
D^{(L)}-D^{(R)}=\psi_b\psi_b^\dagger\,[f_L(E_b)-f_R(E_b)].
\]

A chain with hopping \(-1\), band centre 2.3 and one site lowered by 1 provides a test. With \(\psi_j=\lambda^{|j|}\), the equation away from the impurity gives \(E_b=2.3-\lambda-1/\lambda\). At the impurity, \(E_b-1.3=-2\lambda\), hence \(1/\lambda-\lambda=1\) and \(\lambda+1/\lambda=\sqrt5\). The energy is \(2.3-\sqrt5=0.0639\), below the band bottom at 0.3. The weight on the impurity is

\[
\frac{1-\lambda^2}{1+\lambda^2}=\frac{1/\lambda-\lambda}{1/\lambda+\lambda}=\frac1{\sqrt5}.
\]

For \(\mu_{L,R}=\pm0.15\) and \(kT=0.05\), the predicted disagreement is 0.373259, and the two splits give 0.373259. The filling of the bound state must come from preparation history or from a scattering process outside the model. A bound state far below both chemical potentials causes no ambiguity, provided \(E_0\) lies below it.

## What the contact model leaves out

The algorithm gives the density for a prescribed potential; a real stack must also satisfy Poisson's equation. The 2 eV Fermi energy is low for an ordinary metal, and a barrier at half the rough 6 eV gap is a choice, since the true alignment depends on the metal. The hBN field is 3.0 MV/cm, below a rough breakdown field of 10 MV/cm. With a rough permittivity of 3.5 and a screening length of 0.13 nm, a series-capacitor estimate that ignores the well puts 47% of the bias in the electrodes. If in-plane motion is added, filling level 3 up to \(\mu_L\) gives \(3.2\times10^{13}\) cm\(^{-2}\) for both spins. Held fixed and uncompensated between ideal metal plates, this charge would shift the level by 0.37 eV, more than the width of the bias window; with the screening length above in series the shift is 0.76 eV. The subbands of levels 1 and 2 then also cross the window and, filled to \(\mu_L\), hold \(4.0\times10^{14}\) and \(2.6\times10^{14}\) cm\(^{-2}\), which this estimate leaves out. In a self-consistent solution the level loses charge as it rises, so the shift is smaller, but it cannot be ignored. A two-band decay constant of 4.44 instead of 6.27 nm\(^{-1}\) would multiply the exponential decay factor in the right width by about 11, and the image force lowers the middle of the right barrier by about 0.43 eV. The grid itself enlarges the same decay factor by about 17%. Neither figure includes the change in matching at the interfaces, which also affects the width. The widths and occupations are thus illustrations, not predictions for a fabricated contact.

In-plane motion also changes the algorithm. Summing \(f\) over in-plane energy produces \(kT\ln[1+e^{(\mu-z)/kT}]\), which has branch points where \(f\) had poles. Equation (2) does not hold for this summed weight. One can apply it at each in-plane momentum before summation, or use a contour that crosses \(\mathrm{Re}\,z=\mu\) below the first branch point, at height \(\pi kT\), and needs no residues. The logarithm must then be continued analytically from the real axis: for \(\mathrm{Re}\,z<\mu\) the weight is written as \(\mu-z+kT\ln[1+e^{(z-\mu)/kT}]\), because the principal value of the original form jumps by \(2\pi i\,kT\) across the horizontal lines \(\mathrm{Im}\,z=(2n-1)\pi kT\) that run left from the branch points. Scattering inside the device adds another source of occupied states, so (1) would no longer be complete. The level's dwell time, \(\hbar/\gamma=51\) fs, is the time with which a scattering time should be compared. The remaining values are in the numerical output.

## Computed values

```
T = 300 K, kT = 0.02585 eV, bias = 0.30 V
mass = 0.5 m0, grid step = 0.110 nm, hopping = 6.2975 eV
lead Fermi energy = 2.0 eV, barrier = 3.0 eV
hBN layer = 0.33 nm; left 1 layer, right 2 layers
sites by region = [3, 3, 14, 6, 3], well shift = -0.0398 eV
mu_L, mu_R = 0.150, -0.150 eV
band bottoms L, R = -1.850, -2.150 eV
level 1: E = -1.76146 eV, widths L, R = 0.2284, 0.0032 meV
level 2: E = -1.08782 eV, widths L, R = 3.0045, 0.0337 meV
level 3: E = -0.00440 eV, widths L, R = 12.7537, 0.2521 meV
contour start = -4.150 eV, corner = -0.3670 eV
line height, 6 poles = 0.9746 eV
first pole height = 0.08122 eV
arc, line, poles = (4, 3, 2): max error 2.1e-03 per site
arc, line, poles = (8, 4, 4): max error 1.3e-06 per site
arc, line, poles = (16, 8, 6): max error 1.0e-12 per site
contour vs closed chain: 4.0e-10 per site
change with 3 or 8 poles: 1.3e-15 per site
electrons per spin: eq L, window L, eq R, window R, total
left metal: 0.499262, -0.000109, 0.431295, 0.067858, 0.499153
left hBN: 0.073018, -0.000555, 0.039073, 0.033391, 0.072463
well: 2.894101, -0.017658, 1.984804, 0.891638, 2.876442
right hBN: 0.079340, -0.007924, 0.043295, 0.028121, 0.071416
right metal: 0.564369, -0.064001, 0.500266, 0.000102, 0.500368
total vs full real axis: 4.5e-14 per site
L split vs R split: 5.1e-16 per site
real-axis evaluations: window 588, full 3339
well correction, narrow-level estimate = -0.018019
error without residues = 0.0449 per site
well charge lost, start at -1.0 eV = 1.9638 per spin
error without thermal tails = 3.21e-03 per site
error with A_R put on contour = 0.1803 per site
41-point window, step 0.0463 eV: mismatch 0.0838
its errors, L and R split = 0.00164, 0.08219
flux ring: error 2.9e-15, with -Im I/pi 0.1562
bound state: E = 0.06393 eV, weight = 0.44721
split gap = 0.373259, predicted = 0.373259
field = 3.03 MV/cm, rough breakdown = 10 MV/cm
decay: one-band 6.275, two-band 4.437 1/nm
right width factor: two-band 11.31, grid removed 0.855
rough gap = 6.0 eV, permittivity = 3.5
image lowering, mid right barrier = 0.432 eV
lead screening length = 0.127 nm
bias share lost in leads = 47 %
in-plane sheet density of level 3 = 3.22e+13 cm^-2
uncompensated charging shift = 0.367 eV
level 3 dwell time = 50.6 fs
```
